# Josephson coupling through a blockaded dot holding one electron: a program that tests the result

```python
# Result under test: a single level holding one electron between two BCS leads
# has the phase-dependent energy E(phi) = +E_pi*cos(phi) with E_pi > 0 (pi junction),
# in fourth order of tunnelling.
# Symbols: gap = BCS gap; level = dot level; charging = repulsion U;
# e0 = -level = cost of removing the electron; e2 = level + U = cost of a second one;
# gamma = 2*pi*(density of states per spin)*t^2 for each lead; phi = phi_L - phi_R.
# Small lead models use a few pair orbitals (xi, t) per lead and are diagonalized.
import itertools
from functools import lru_cache
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.constants import e as q_e, hbar, k as k_B


@lru_cache(maxsize=None)
def annihilators(n_modes):
    """Jordan-Wigner matrices of all fermion modes."""
    lower = sp.csr_matrix(np.array([[0.0, 1.0], [0.0, 0.0]]))
    ops, string = [], np.array([1.0])
    for m in range(n_modes):
        left = sp.kron(sp.diags(string), lower, format="csr")
        ops.append(sp.kron(left, sp.identity(2 ** (n_modes - m - 1)), format="csr"))
        string = np.kron(string, np.array([1.0, -1.0]))
    return ops


def sector(n_modes, two_sz):
    """Basis states with N_up - N_down = two_sz (modes alternate up, down)."""
    states = np.arange(2 ** n_modes)
    total = np.zeros(len(states), dtype=int)
    for m in range(n_modes):
        total += (1 - 2 * (m % 2)) * ((states >> (n_modes - 1 - m)) & 1)
    return np.flatnonzero(total == two_sz)


def hamiltonian(levels, charging, xi, t_left, t_right, gap, phi, parity=(1, 1)):
    """Dot levels first, then left lead orbitals, then right lead orbitals."""
    n_lev, n_site = len(levels), len(xi)
    c = annihilators(2 * (n_lev + 2 * n_site))
    dim = c[0].shape[0]
    number = sp.csr_matrix((dim, dim))
    ham = sp.csr_matrix((dim, dim))
    for j, energy in enumerate(levels):
        occupation = c[2*j].T @ c[2*j] + c[2*j+1].T @ c[2*j+1]
        number = number + occupation
        ham = ham + energy * occupation
    ham = ham + 0.5 * charging * (number @ number - number)
    for side, (hops, phase) in enumerate(((t_left, phi), (t_right, 0.0))):
        factor = np.exp(1j * phase)
        if abs(factor.imag) < 1e-12:
            factor = factor.real
        for s in range(n_site):
            orb = n_lev + side * n_site + s
            up, down = c[2*orb], c[2*orb+1]
            ham = ham + xi[s] * (up.T @ up + down.T @ down)
            pair = -gap * factor * (up.T @ down.T)
            ham = ham + pair + pair.conj().T
            for j in range(n_lev):
                amp = hops[s] * (parity[j] if side == 1 else 1)
                for spin in (0, 1):
                    hop = amp * (c[2*orb+spin].T @ c[2*j+spin])
                    ham = ham + hop + hop.T
    return ham.tocsr()


def lowest_energy(ham, two_sz):
    idx = sector(int(round(np.log2(ham.shape[0]))), two_sz)
    block = ham[idx][:, idx]
    if len(idx) < 1000:
        return np.linalg.eigvalsh(block.toarray())[0]
    start = np.random.default_rng(1).standard_normal(len(idx))
    return eigsh(block, k=1, which="SA", v0=start, ncv=40,
                 return_eigenvectors=False)[0]


def diag_coupling(levels, charging, xi, t_left, t_right, gap, two_sz, parity=(1, 1)):
    """Half of E(0) - E(pi): positive for a pi junction."""
    e_zero, e_pi_phase = [lowest_energy(
        hamiltonian(levels, charging, xi, t_left, t_right, gap, ph, parity), two_sz)
        for ph in (0.0, np.pi)]
    return 0.5 * (e_zero - e_pi_phase)


def path_sum(ek, eq, e0, e2):
    """Inverse energy denominators of the six paths of the occupied level."""
    return (1/((e0+ek)*(e0+eq)) + 2/((e0+eq)*(e2+eq))
            + 2/((e0+ek)*(e2+ek)) + 1/((e2+ek)*(e2+eq))) / (ek+eq)


def discrete_occupied(xi, t_left, t_right, gap, e0, e2):
    en = np.sqrt(np.asarray(xi)**2 + gap**2)
    w_left = np.asarray(t_left)**2 * gap / (2*en)
    w_right = np.asarray(t_right)**2 * gap / (2*en)
    return 2 * w_left @ path_sum(en[:, None], en[None, :], e0, e2) @ w_right


def discrete_empty(xi, t_left, t_right, gap, level, charging):
    en = np.sqrt(np.asarray(xi)**2 + gap**2)
    ek, eq = en[:, None], en[None, :]
    paths = (2/(ek+eq) + 4/(2*level+charging)) / ((level+ek)*(level+eq))
    w_left = np.asarray(t_left)**2 * gap / (2*en)
    w_right = np.asarray(t_right)**2 * gap / (2*en)
    return -2 * w_left @ paths @ w_right


def continuum(e0, e2, gap, gamma_l, gamma_r):
    x = np.linspace(-30, 30, 601)
    en = gap * np.cosh(x)
    integral = path_sum(en[:, None], en[None, :], e0, e2).sum() * (x[1]-x[0])**2
    return gamma_l * gamma_r * gap**2 / (8*np.pi**2) * integral


# ---- Test: signs and number of allowed hop orders, from operator matrices ----
c6 = annihilators(6)            # dot up/down, left up/down, right up/down
hops4 = [c6[0].T @ c6[2], c6[1].T @ c6[3], c6[4].T @ c6[0], c6[5].T @ c6[1]]
double = (c6[0].T @ c6[0]) @ (c6[1].T @ c6[1])
no_double = sp.identity(64) - double


def hop_orders(level, two_sz, blocked):
    ham = hamiltonian([level], 9.0, [0.4], [0.0], [0.0], 1.0, 0.0)
    idx = sector(6, two_sz)
    vec = np.zeros(64)
    vec[idx] = np.linalg.eigh(ham[idx][:, idx].toarray())[1][:, 0]
    found = []
    for order in itertools.permutations(range(4)):
        state = vec
        for h in order:
            state = hops4[h] @ state
            if blocked:
                state = no_double @ state
        found.append(vec @ state)
    found = np.array(found)
    return found[np.abs(found) > 1e-10]


uv_squared = (1.0 / (2*np.sqrt(1 + 0.4**2)))**2
occ_all, occ_blocked = hop_orders(-2.0, 1, False), hop_orders(-2.0, 1, True)
emp_all, emp_blocked = hop_orders(2.0, 0, False), hop_orders(2.0, 0, True)
assert len(occ_all) == 6 and np.allclose(occ_all, -uv_squared)
assert len(emp_all) == 6 and np.allclose(emp_all, uv_squared)
assert len(occ_blocked) == 1 and len(emp_blocked) == 2

# ---- Test: diagonalization extrapolated to weak tunnelling against the formulas ----
xi_t = np.array([-0.7, 1.3])
tl_t, tr_t = np.array([1.0, 0.8]), np.array([0.6, 1.1])


def weak_limit(level, charging, two_sz):
    vals = []
    for lam in (0.1, 0.1/np.sqrt(2)):
        vals.append(diag_coupling([level], charging, xi_t, lam*tl_t, lam*tr_t,
                                  1.0, two_sz) / lam**4)
    return 2*vals[1] - vals[0]   # removes the next order, proportional to lam^2


checks = []
for lev, u in ((-2.0, 5.0), (-1.0, 6.0), (-2.0, 1000.0)):
    exact = weak_limit(lev, u, 1)
    formula = discrete_occupied(xi_t, tl_t, tr_t, 1.0, -lev, lev+u)
    checks.append(exact/formula)
    assert exact > 0 and abs(exact/formula - 1) < 5e-3
empty_exact = weak_limit(2.0, 1000.0, 0)
empty_formula = discrete_empty(xi_t, tl_t, tr_t, 1.0, 2.0, 1000.0)
assert empty_exact < 0 and abs(empty_exact/empty_formula - 1) < 5e-3
ratio_occ_empty = exact / empty_exact     # both at distance 2 gaps, U = 1000 gaps
assert abs(ratio_occ_empty + 0.5) < 0.02  # finite U leaves a difference of order 1/U

# ---- Test: cosine law, and current = 2 dE/dphi from the rate of change of N_L ----
one = dict(levels=[-2.0], charging=5.0, xi=[0.3], gap=1.0)


def energy_at(phi, t):
    return lowest_energy(hamiltonian(t_left=[t], t_right=[t], phi=phi, **one), 1)


cos_ratio = ((energy_at(0.9, 0.1) - energy_at(np.pi/2, 0.1))
             / (energy_at(0.0, 0.1) - energy_at(np.pi/2, 0.1)))
assert abs(cos_ratio - np.cos(0.9)) < 2e-3
t_c, phi_c = 0.3, 0.7
idx6 = sector(6, 1)
ham_c = hamiltonian(t_left=[t_c], t_right=[t_c], phi=phi_c, **one)
vec_c = np.linalg.eigh(ham_c[idx6][:, idx6].toarray())[1][:, 0]
flow = 1j * t_c * sum(c6[s].T @ c6[2+s] - c6[2+s].T @ c6[s] for s in (0, 1))
rate_left = np.vdot(vec_c, flow.tocsr()[idx6][:, idx6] @ vec_c).real
step = 1e-3
slope = (energy_at(phi_c+step, t_c) - energy_at(phi_c-step, t_c)) / (2*step)
assert abs(rate_left - 2*slope) < 1e-4*abs(rate_left) and slope < 0

# ---- Worked example, energies in meV ----
gap, charging, level = 0.18, 3.0, -1.0
gamma_l = gamma_r = 0.10
temperature, spacing = 0.030, 1.5
e0, e2 = -level, level + charging
e_pi = continuum(e0, e2, gap, gamma_l, gamma_r)
e_pi_inf = continuum(e0, np.inf, gap, gamma_l, gamma_r)
e_pi_far = gamma_l*gamma_r*gap/8 * (1/e0**2 + 4/(e0*e2) + 1/e2**2)
to_ampere = 2*q_e/hbar * q_e*1e-3       # A per meV of coupling energy

# Test: explicit sum over evenly spaced lead levels (tolerance: finite band width)
d_xi = 0.4*gap
xi_band = (np.arange(-1000, 1000) + 0.5)*d_xi
t_band = np.full(2000, np.sqrt(gamma_l*d_xi/(2*np.pi)))
band_sum = discrete_occupied(xi_band, t_band, t_band, gap, e0, e2)
assert abs(band_sum/e_pi - 1) < 5e-3
# Test: limit of large removal and addition energies
far = continuum(1e5, 2e5, 1.0, 1.0, 1.0)
far_formula = (1/1e10 + 4/2e10 + 1/4e10)/8
assert abs(far/far_formula - 1) < 1e-2


# ---- Size of neglected effects, from few-site leads ----
def few_sites(x, width, gamma):
    x = np.asarray(x)
    return gap*np.sinh(x), np.sqrt(gamma/(2*np.pi)*width*gap*np.cosh(x))


xi3, t3 = few_sites([-2.0, 0.0, 2.0], 2.0, gamma_l)
fourth3 = discrete_occupied(xi3, t3, t3, gap, e0, e2)
full3 = diag_coupling([level], charging, xi3, t3, t3, gap, 1)
xi3w, t3w = few_sites([-2.0, 0.0, 2.0], 2.0, gamma_l/50)
weak3 = (diag_coupling([level], charging, xi3w, t3w, t3w, gap, 1)
         / discrete_occupied(xi3w, t3w, t3w, gap, e0, e2))
assert abs(weak3 - 1) < 0.05 and full3 > 0
margins = []
for ph in (0.0, np.pi):
    ham3 = hamiltonian([level], charging, xi3, t3, t3, gap, ph)
    margins.append(lowest_energy(ham3, 0) - lowest_energy(ham3, 1))
assert min(margins) > 0                  # the doublet is the ground state

xi2, t2 = few_sites([-1.0, 1.0], 2.0, gamma_l)
single_level = diag_coupling([level], charging, xi2, t2, t2, gap, 1)
two_level = [diag_coupling([level, level+spacing], charging, xi2, t2, t2, gap, 1,
                           parity=(1, s)) / single_level for s in (1, -1)]
assert min(two_level) > 0
kt = k_B*temperature/q_e*1e3             # meV

print(f"Allowed hop orders, occupied level, finite U: {len(occ_all)}")
print(f"Allowed hop orders, occupied level, infinite U: {len(occ_blocked)}")
print(f"Allowed hop orders, empty level, infinite U: {len(emp_blocked)}")
print(f"Matrix element / (uv)^2, occupied: {occ_all[0]/uv_squared:.3f}")
print(f"Matrix element / (uv)^2, empty: {emp_all[0]/uv_squared:.3f}")
print("Diagonalization / formula, occupied, three cases: "
      + ", ".join(f"{v:.5f}" for v in checks))
print(f"Diagonalization / formula, empty: {empty_exact/empty_formula:.5f}")
print(f"Occupied / empty coupling at U = 1000 gaps: {ratio_occ_empty:.4f}")
print(f"Cosine test at phi = 0.9 rad: {cos_ratio:.5f}, cos = {np.cos(0.9):.5f}")
print(f"dN_L/dt over 2 dE/dphi (hbar = 1): {rate_left/(2*slope):.6f}")
print(f"Large-energy limit, integral / formula: {far/far_formula:.5f}")
print(f"Gap: {gap:.2f} meV")
print(f"Charging energy U: {charging:.2f} meV")
print(f"Level energy: {level:.2f} meV")
print(f"Removal cost e0: {e0:.2f} meV")
print(f"Addition cost e2: {e2:.2f} meV")
print(f"Gamma_L, Gamma_R: {gamma_l:.2f}, {gamma_r:.2f} meV")
print(f"E_pi, finite U: {e_pi*1e3:.4f} micro-eV")
print(f"E_pi, finite U: {e_pi*1e-3*q_e:.3e} J")
print(f"E_pi, infinite U, same e0: {e_pi_inf*1e3:.4f} micro-eV")
print(f"Empty level, infinite U, same distance: {-2*e_pi_inf*1e3:.4f} micro-eV")
print(f"E_pi, large-energy estimate: {e_pi_far*1e3:.4f} micro-eV")
print(f"Large-energy estimate / full integral: {e_pi_far/e_pi:.3f}")
print(f"Level sum / integral: {band_sum/e_pi:.5f}")
print(f"Critical current, finite U: {e_pi*to_ampere*1e12:.2f} pA")
print(f"Critical current, infinite U: {e_pi_inf*to_ampere*1e12:.2f} pA")
print(f"Three-site leads, fourth order: {fourth3*1e3:.4f} micro-eV")
print(f"Three-site leads, all orders: {full3*1e3:.4f} micro-eV")
print(f"All orders / fourth order: {full3/fourth3:.3f}")
print(f"Same ratio with Gamma 50 times smaller: {weak3:.4f}")
print(f"Even state above doublet, phi = 0: {margins[0]:.4f} meV")
print(f"Even state above doublet, phi = pi: {margins[1]:.4f} meV")
print(f"Second orbital spacing: {spacing:.2f} meV")
print(f"Coupling factor from second orbital, equal signs: {two_level[0]:.3f}")
print(f"Coupling factor from second orbital, opposite signs: {two_level[1]:.3f}")
print(f"Temperature: {temperature*1e3:.0f} mK")
print(f"Thermal energy: {kt*1e3:.3f} micro-eV")
print(f"Gap / thermal energy: {gap/kt:.1f}")
print(f"E_pi / thermal energy: {e_pi/kt:.3f}")
print("no test failed")
```

Running it gives:

```
Allowed hop orders, occupied level, finite U: 6
Allowed hop orders, occupied level, infinite U: 1
Allowed hop orders, empty level, infinite U: 2
Matrix element / (uv)^2, occupied: -1.000
Matrix element / (uv)^2, empty: 1.000
Diagonalization / formula, occupied, three cases: 1.00001, 1.00000, 1.00000
Diagonalization / formula, empty: 1.00000
Occupied / empty coupling at U = 1000 gaps: -0.5040
Cosine test at phi = 0.9 rad: 0.62161, cos = 0.62161
dN_L/dt over 2 dE/dphi (hbar = 1): 1.000000
Large-energy limit, integral / formula: 0.99951
Gap: 0.18 meV
Charging energy U: 3.00 meV
Level energy: -1.00 meV
Removal cost e0: 1.00 meV
Addition cost e2: 2.00 meV
Gamma_L, Gamma_R: 0.10, 0.10 meV
E_pi, finite U: 0.3587 micro-eV
E_pi, finite U: 5.747e-26 J
E_pi, infinite U, same e0: 0.0930 micro-eV
Empty level, infinite U, same distance: -0.1860 micro-eV
E_pi, large-energy estimate: 0.7313 micro-eV
Large-energy estimate / full integral: 2.039
Level sum / integral: 0.99773
Critical current, finite U: 174.62 pA
Critical current, infinite U: 45.27 pA
Three-site leads, fourth order: 0.3259 micro-eV
Three-site leads, all orders: 0.3413 micro-eV
All orders / fourth order: 1.047
Same ratio with Gamma 50 times smaller: 1.0010
Even state above doublet, phi = 0: 0.1480 meV
Even state above doublet, phi = pi: 0.1609 meV
Second orbital spacing: 1.50 meV
Coupling factor from second orbital, equal signs: 1.154
Coupling factor from second orbital, opposite signs: 0.742
Temperature: 30 mK
Thermal energy: 2.585 micro-eV
Gap / thermal energy: 69.6
E_pi / thermal energy: 0.139
no test failed
```
